**Radial averages and spread of one-electron states**

For nuclear charge $Z$ and quantum numbers $n$, $l$, in atomic units, the program tests $\langle r\rangle=(3n^2-L)/(2Z)$ and $\langle r^2\rangle=n^2(5n^2+1-3L)/(2Z^2)$, where $L=l(l+1)$. It builds the radial functions from their power series and integrates them in exact rational arithmetic. For all states with $n\le6$ and $Z=1,2,3$ it asserts the radial equation, the vanishing boundary terms at the origin, both integrations by parts, the Kramers relation, and the formulas for the averages and the variance. For circular states, $l=n-1$, it asserts the relative spread $1/\sqrt{2n+1}$ up to $n=50$ with $Z=2$. It also asserts, for $n=2$ to 10, that the circular state has the smallest absolute spread in its shell, but the smallest relative spread only from $n=4$ on. A separate finite-difference diagonalization for the $n=4$ shell of He⁺ uses no analytic wavefunctions. Its energies, averages and spreads agree with the formulas to a largest relative deviation of $1.8\times10^{-5}$. The output shows a mean radius of $9\,a_0$ and a spread of $3\,a_0$ for the 4f state of He⁺, where $a_0$ is the Bohr radius.

## Numerical check

```python
"""Radial expectation values of a one-electron atom (atomic units).

Result under test, with L = l(l+1) and nuclear charge Z:
    <r>   = (3 n^2 - L) / (2 Z)
    <r^2> = n^2 (5 n^2 + 1 - 3 L) / (2 Z^2)
    circular states (l = n-1): spread / <r> = 1 / sqrt(2 n + 1)
where spread = sqrt(<r^2> - <r>^2).
The radial function is u(r) = r R(r), obeying u'' = W u with
W = L/r^2 - 2Z/r + (Z/n)^2.

Two independent roads are used: exact rational integrals over series
solutions of the radial equation, and finite-difference diagonalization.
A polynomial is a dictionary {power of r: rational coefficient}.
"""
from fractions import Fraction as F
from math import factorial, sqrt

import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal


def add(a, b, factor=1):
    out = dict(a)
    for p, c in b.items():
        out[p] = out.get(p, F(0)) + factor * c
    return {p: c for p, c in out.items() if c != 0}


def mul(a, b):
    out = {}
    for p, c in a.items():
        for q, d in b.items():
            out[p + q] = out.get(p + q, F(0)) + c * d
    return {p: c for p, c in out.items() if c != 0}


def diff(a):
    return {p - 1: p * c for p, c in a.items() if p != 0}


def integral(a, kappa):
    """Exact integral of a(r) exp(-2 kappa r) from 0 to infinity."""
    return sum((c * factorial(p) / (2 * kappa) ** (p + 1)
                for p, c in a.items()), F(0))


def series_solution(n, l, Z):
    """Polynomial P in u = P(r) exp(-Z r/n), from the power series."""
    kappa = F(Z, n)
    c = F(1)
    poly = {}
    for k in range(n - l):
        poly[k + l + 1] = c
        c = (c * 2 * (kappa * (k + l + 1) - Z)
             / ((k + l + 2) * (k + l + 1) - l * (l + 1)))
    assert c == 0, "series must terminate"
    return poly


def exact_moments(n, l, Z):
    """Exact <r^s> for s = -2 ... 2 by direct integration."""
    kappa = F(Z, n)
    P = series_solution(n, l, Z)
    density = mul(P, P)
    norm = integral(density, kappa)
    return {s: integral(mul(density, {s: F(1)}), kappa) / norm
            for s in range(-2, 3)}


# --- Exact tests of the derivation, the moments and the spread ---
for Z in (1, 2, 3):
    for n in range(1, 7):
        for l in range(n):
            L = l * (l + 1)
            kappa = F(Z, n)
            P = series_solution(n, l, Z)
            dP = add(diff(P), P, -kappa)       # u' without exponential
            d2P = add(diff(dP), dP, -kappa)    # u'' without exponential
            W = add({-2: F(L)}, {-1: F(-2 * Z), 0: kappa ** 2})
            assert d2P == mul(W, P), "radial equation"
            u2, du2 = mul(P, P), mul(dP, dP)
            m = exact_moments(n, l, Z)
            for s in (0, 1, 2):
                f = {s + 1: F(1)}
                f1 = diff(f)
                f2 = diff(f1)
                f3 = diff(f2)
                # all boundary terms vanish at the origin
                for term in (mul(f, du2), mul(mul(f, W), u2),
                             mul(f1, mul(P, dP)), mul(f2, u2)):
                    assert all(p > 0 for p in term)
                kinetic = integral(mul(f1, du2), kappa)
                assert kinetic == integral(mul(diff(mul(f, W)), u2), kappa)
                assert (integral(mul(mul(f1, W), u2), kappa)
                        == -kinetic + integral(mul(f3, u2), kappa) / 2)
                kramers = (F(s + 1, n * n) * m[s]
                           - F(2 * s + 1, Z) * m[s - 1]
                           + F(s * ((2 * l + 1) ** 2 - s * s), 4 * Z * Z)
                           * m[s - 2])
                assert kramers == 0
            assert m[-1] == F(Z, n * n)
            assert m[1] == F(3 * n * n - L, 2 * Z)
            assert m[2] == F(n * n * (5 * n * n + 1 - 3 * L), 2 * Z * Z)
            assert (m[2] - m[1] ** 2
                    == F(n * n * (n * n + 2) - L * L, 4 * Z * Z))

# --- Circular states: exact integrals against the closed results ---
Z = 2
for n in range(1, 51):
    m = exact_moments(n, n - 1, Z)
    variance = m[2] - m[1] ** 2
    assert m[1] == F(n * (2 * n + 1), 2 * Z)
    assert variance == F(n * n * (2 * n + 1), 4 * Z * Z)
    assert variance / m[1] ** 2 == F(1, 2 * n + 1)

# --- Which state of a shell is narrowest, absolutely and relatively? ---
for n in range(2, 11):
    variances, ratios = [], []
    for l in range(n):
        m = exact_moments(n, l, Z)
        variances.append(m[2] - m[1] ** 2)
        ratios.append(variances[-1] / m[1] ** 2)
    assert all(a > b for a, b in zip(variances, variances[1:]))
    narrowest = ratios.index(min(ratios))
    assert narrowest == (n - 1 if n >= 4 else 0)

# --- He+ shell n = 4: diagonalization on a radial grid ---
n = 4
step, r_max = 0.01, 50.0
r = step * np.arange(1, int(round(r_max / step)))
off_diagonal = np.full(r.size - 1, -0.5 / step ** 2)
grid = {}
worst = 0.0
for l in range(n):
    diagonal = 1 / step ** 2 + l * (l + 1) / (2 * r ** 2) - Z / r
    index = n - l - 1
    energy, vector = eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                      select_range=(index, index))
    weight = vector[:, 0] ** 2
    weight /= weight.sum()
    mean = float(weight @ r)
    square = float(weight @ r ** 2)
    spread = sqrt(square - mean ** 2)
    peak = float(r[np.argmax(weight)])
    grid[l] = (float(energy[0]), mean, square, spread, peak)
    L = l * (l + 1)
    expected = (-Z ** 2 / (2 * n ** 2), (3 * n ** 2 - L) / (2 * Z),
                n ** 2 * (5 * n ** 2 + 1 - 3 * L) / (2 * Z ** 2),
                sqrt(n ** 2 * (n ** 2 + 2) - L ** 2) / (2 * Z))
    for found, wanted in zip(grid[l], expected):
        worst = max(worst, abs(found / wanted - 1))
# second-order grid error is of relative size (Z*step)^2 = 4e-4
assert worst < 1e-3
# the maximum is located only to the grid spacing
assert abs(grid[n - 1][4] - n ** 2 / Z) <= 2 * step

# --- Printed example ---
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
print("He+ ion, fixed nucleus, nonrelativistic; a0 = Bohr radius")
print(f"nuclear charge Z = {Z}, shell n = {n}")
print(f"a0 = {bohr_pm:.4f} pm")
print("Exact integrals, n = 4:")
print("l  <r>/a0  <r^2>/a0^2  spread/a0  spread/<r>")
for l in range(n):
    m = exact_moments(n, l, Z)
    spread = sqrt(m[2] - m[1] ** 2)
    print(f"{l}  {float(m[1]):6.3f}  {float(m[2]):9.3f}"
          f"  {spread:9.4f}  {spread / float(m[1]):9.4f}")
print("Grid diagonalization, n = 4:")
print("l  E/hartree  <r>/a0  <r^2>/a0^2  spread/a0")
for l in range(n):
    e, mean, square, spread, peak = grid[l]
    print(f"{l}  {e:9.6f}  {mean:7.4f}  {square:9.4f}  {spread:8.4f}")
print(f"grid spacing = {step} a0, outer radius = {r_max:.0f} a0")
print(f"largest relative deviation of grid values = {worst:.1e}")

m = exact_moments(n, n - 1, Z)
spread = sqrt(m[2] - m[1] ** 2)
print("Circular state 4f:")
print(f"<1/r> = {float(m[-1]):.4f} 1/a0")
print(f"variance = {float(m[2] - m[1] ** 2):.4f} a0^2")
print(f"density peak on grid = {grid[n - 1][4]:.2f} a0")
print(f"<r> = {float(m[1]) * bohr_pm:.1f} pm")
print(f"spread = {spread * bohr_pm:.1f} pm")

print("Circular states of He+:")
print("n   <r>/a0    spread/a0  spread/<r>")
for k in (1, 2, 3, 4, 10, 50):
    m = exact_moments(k, k - 1, Z)
    spread = sqrt(m[2] - m[1] ** 2)
    print(f"{k:2d}  {float(m[1]):8.3f}  {spread:8.4f}"
          f"  {spread / float(m[1]):8.4f}")
print("s states of He+:")
print("n   <r>/a0    spread/a0  spread/<r>")
for k in (2, 3, 4):
    m = exact_moments(k, 0, Z)
    spread = sqrt(m[2] - m[1] ** 2)
    print(f"{k:2d}  {float(m[1]):8.3f}  {spread:8.4f}"
          f"  {spread / float(m[1]):8.4f}")
print("all tests passed")
```

It prints:

```
He+ ion, fixed nucleus, nonrelativistic; a0 = Bohr radius
nuclear charge Z = 2, shell n = 4
a0 = 52.9177 pm
Exact integrals, n = 4:
l  <r>/a0  <r^2>/a0^2  spread/a0  spread/<r>
0  12.000    162.000     4.2426     0.3536
1  11.500    150.000     4.2131     0.3664
2  10.500    126.000     3.9686     0.3780
3   9.000     90.000     3.0000     0.3333
Grid diagonalization, n = 4:
l  E/hartree  <r>/a0  <r^2>/a0^2  spread/a0
0  -0.124999  12.0000   162.0016    4.2427
1  -0.125001  11.4999   149.9973    4.2131
2  -0.125000  10.5000   125.9995    3.9686
3  -0.125000   9.0000    89.9999    3.0000
grid spacing = 0.01 a0, outer radius = 50 a0
largest relative deviation of grid values = 1.8e-05
Circular state 4f:
<1/r> = 0.1250 1/a0
variance = 9.0000 a0^2
density peak on grid = 8.00 a0
<r> = 476.3 pm
spread = 158.8 pm
Circular states of He+:
n   <r>/a0    spread/a0  spread/<r>
 1     0.750    0.4330    0.5774
 2     2.500    1.1180    0.4472
 3     5.250    1.9843    0.3780
 4     9.000    3.0000    0.3333
10    52.500   11.4564    0.2182
50  1262.500  125.6234    0.0995
s states of He+:
n   <r>/a0    spread/a0  spread/<r>
 2     3.000    1.2247    0.4082
 3     6.750    2.4875    0.3685
 4    12.000    4.2426    0.3536
all tests passed
```
